# Hydrogen hyperfine splitting from a pseudized 1s orbital

## The problem

A pseudo-orbital is smooth near the nucleus, whereas the hyperfine splitting of an s state is governed by the density at the nucleus itself. Hydrogen shows what is lost and how the projector augmented-wave (PAW) reconstruction restores it.

Treat hydrogen as a nonrelativistic electron and a point proton. Lengths are in the reduced-mass Bohr radius $a=a_0(1+m_e/m_p)$ and energies in the corresponding hartree (Ha). The 1s orbital is $\phi(r)=e^{-r}/\sqrt\pi$. Inside a matching radius $r_c$, replace it by

$$\ln\tilde\phi(r)=C+\alpha t+\beta t^2+\gamma t^3,\qquad t=1-\frac{r^2}{r_c^2},$$

and keep $\tilde\phi=\phi$ outside.

(a) Relate the hyperfine splitting of an s state to its density $\rho(0)$ at the proton.

(b) Fix $C,\alpha,\beta$ by matching value, slope and curvature at $r_c$, and $\gamma$ by conserving the norm.

(c) For $r_c=1$, what splitting does the pseudo density give by itself, and how far short does it fall?

(d) Find the potential whose ground state is $\tilde\phi$, and reconstruct the splitting from its solution.

Data: $g_e=2.002319$ (magnitude), $g_p=5.585695$, $m_e/m_p=5.4462\times10^{-4}$.

## Hints

1. For (a), integrate the magnetic field of the proton over a ball, using $\int\nabla\times\mathbf A\,dV=\oint\mathbf n\times\mathbf A\,dS$.
2. For (b), match the logarithms. At $r_c$, $\ln\phi$ has slope $-1$ and zero curvature.
3. For (c), the centre is at $t=1$.
4. For (d), divide the radial Schrödinger equation by $\tilde\phi$. Then write the true orbital as the pseudo-orbital plus a correction confined to $r<r_c$.

## Full solution

### (a) From density to frequency

The proton moment is $\mathbf m=g_p\mu_N\mathbf I$ and the electron moment is $-g_e\mu_B\mathbf S$, with dimensionless spins. Outside the proton the vector potential is $\mathbf A=(\mu_0/4\pi)\,\mathbf m\times\mathbf r/r^3$. Think of the proton as a very small, regular current distribution, so that the surface theorem applies. On a sphere of radius $R$ around it, with $\mathbf r=R\mathbf n$,

$$\int_{r<R}\mathbf B\,dV=\frac{\mu_0}{4\pi}\int d\Omega\;\mathbf n\times(\mathbf m\times\mathbf n)
=\frac{\mu_0}{4\pi}\int d\Omega\,[\mathbf m-\mathbf n(\mathbf n\cdot\mathbf m)].$$

The factor $R^2$ from the surface element has cancelled the $1/R^2$ of $\mathbf A$. The angular average of $\mathbf n(\mathbf n\cdot\mathbf m)$ is $\mathbf m/3$, so

$$\int_{r<R}\mathbf B\,dV=\frac{\mu_0}{4\pi}\left(4\pi-\frac{4\pi}{3}\right)\mathbf m=\frac23\mu_0\mathbf m .$$

The result does not depend on $R$. Each spherical shell outside the proton therefore contributes zero, and a spherical density weights the field by its value at the centre. The mean field felt by an s electron is $\bar{\mathbf B}=\frac23\mu_0\mathbf m\,\rho(0)$. A numerical average over the 1s density, with the dipole smeared over a length of $10^{-4}a$, gives the factor 0.6664; the smeared dipole samples the density a little away from the centre, where it is lower.

An s state has no orbital moment, so to first order the energy is

$$H=-(-g_e\mu_B\mathbf S)\cdot\bar{\mathbf B}=A\,\mathbf I\cdot\mathbf S,\qquad
A=\tfrac23\mu_0g_e\mu_Bg_p\mu_N\,\rho(0).$$

The two minus signs make $A$ positive. With total spin $\mathbf F=\mathbf I+\mathbf S$, squaring gives

$$\mathbf I\cdot\mathbf S=\tfrac12\left[F(F+1)-\tfrac34-\tfrac34\right],$$

which is $\frac14$ for $F=1$ and $-\frac34$ for $F=0$. The levels lie $A$ apart, and the splitting as a frequency is

$$\nu=\frac Ah=K\rho(0),\qquad K=\frac{2\mu_0g_e\mu_Bg_p\mu_N}{3h}.$$

With $\rho$ in units of $a^{-3}$, $K=4462.6$ MHz $a^3$. The true 1s density is $\phi(0)^2=1/\pi=0.31831\,a^{-3}$, so the target is

$$\nu_{1s}=4462.6\times0.31831=1420.5\ \text{MHz}.$$

The finite proton mass enters through $a^{-3}$. A fixed proton would give 1422.8 MHz; dividing by $(1+m_e/m_p)^3$ lowers this to 1420.5 MHz. The magnetons keep their usual masses, because the moments are properties of the particles and not of their relative motion.

### (b) The pseudo-orbital

At $r_c$ we have $t=0$, so equality of the values gives $C=\ln\phi(r_c)=-\frac12\ln\pi-r_c$. Write $p=\ln\tilde\phi$. Since $dt/dr=-2r/r_c^2$,

$$p'=-\frac{2r}{r_c^2}\,(\alpha+2\beta t+3\gamma t^2),$$

$$p''=-\frac{2}{r_c^2}(\alpha+2\beta t+3\gamma t^2)+\frac{4r^2}{r_c^4}(2\beta+6\gamma t).$$

At $r=r_c$ the slope condition reads $-2\alpha/r_c=-1$, hence $\alpha=r_c/2$. The curvature condition reads $(-2\alpha+8\beta)/r_c^2=0$, hence $\beta=\alpha/4=r_c/8$. Therefore

$$\ln\tilde\phi=-\tfrac12\ln\pi-r_c+\tfrac{r_c}{2}t+\tfrac{r_c}{8}t^2+\gamma t^3 .$$

The last term vanishes at $r_c$ together with its first two derivatives, so $\gamma$ is still free. It is fixed by requiring the same charge inside $r_c$ as in the true orbital:

$$\int_0^{r_c}4\pi r^2\tilde\phi^2dr=\int_0^{r_c}4r^2e^{-2r}dr=1-e^{-2r_c}(1+2r_c+2r_c^2).$$

For $r_c=1$ the right side is $1-5e^{-2}=0.32332$ electrons. The derivative of the left side with respect to $\gamma$ is $\int_0^{r_c}8\pi r^2t^3\tilde\phi^2dr$, which is positive because $t>0$ inside. The left side thus rises steadily, from zero at $\gamma\to-\infty$ without limit at $\gamma\to\infty$, and there is one solution. Numerically, $\gamma=0.15521$ for $r_c=1$.

### (c) The pseudo density alone

At the centre $t=1$ and

$$\ln\tilde\phi(0)=-\tfrac12\ln\pi-r_c+\tfrac{r_c}2+\tfrac{r_c}8+\gamma=-\tfrac12\ln\pi-\tfrac38r_c+\gamma .$$

Doubling this and dividing the density by $1/\pi$ gives the share of the true density that survives:

$$\frac{\tilde\phi(0)^2}{\phi(0)^2}=\exp\left(-\tfrac34r_c+2\gamma\right).$$

For $r_c=1$ it is $\exp(-0.75+0.31042)=0.644$. The pseudo density at the proton is $0.20509\,a^{-3}$, and

$$\tilde\nu_{1s}=4462.6\times0.20509=915.2\ \text{MHz}.$$

It falls short by 505 MHz, or 35.6 % of the full splitting. The charge inside $r_c$ is right, but it has been moved away from the centre.

The limit of small $r_c$ shows how slowly this defect disappears. Put $x=r/r_c$ and $\gamma=gr_c$. Inside the sphere,

$$\ln\tilde\phi-\ln\phi=r_c\left(x-1+\tfrac t2+\tfrac{t^2}8+gt^3\right),\qquad t=1-x^2 .$$

To leading order the density multiplying this difference is constant, so norm conservation requires $\int_0^1x^2(\dots)\,dx=0$. The integrals of $x^2t$, $x^2t^2$ and $x^2t^3$ are $\frac2{15}$, $\frac8{105}$ and $\frac{16}{315}$. Hence

$$\frac14-\frac13+\frac1{15}+\frac1{105}+\frac{16}{315}g=0
\;\Rightarrow\;\frac{16}{315}g=\frac1{140}
\;\Rightarrow\;g=\frac9{64}.$$

The surviving share is then $1-\left(\frac34-\frac9{32}\right)r_c=1-\frac{15}{32}r_c$ to first order. The loss is linear in $r_c$ because the true orbital has a cusp, falling linearly from the proton, while $\tilde\phi$ starts flat.

### (d) The pseudopotential and the reconstruction

Require $\tilde\phi$ to be an s state with the true energy $-\frac12$:

$$-\tfrac12\left(\tilde\phi''+\tfrac2r\tilde\phi'\right)+\tilde V\tilde\phi=-\tfrac12\tilde\phi .$$

Divide by $\tilde\phi$, which has no zero, and use $\tilde\phi'/\tilde\phi=p'$ and $\tilde\phi''/\tilde\phi=p''+p'^2$:

$$\tilde V=-\tfrac12+\tfrac12\left(p''+p'^2+\tfrac2rp'\right).$$

At $r_c$, where $p'=-1$ and $p''=0$, this equals $-\frac12+\frac12(1-2/r_c)=-1/r_c$, so it joins the Coulomb potential continuously. At the centre $p'/r$ is finite, so $\tilde V$ is finite too. Since $\tilde\phi$ has no node, it is the ground state.

Let $\tilde\psi$ be a normalized solution in this potential. PAW restores the true orbital by

$$\psi=\tilde\psi+c(\phi-\tilde\phi),\qquad c=\langle\tilde p|\tilde\psi\rangle,$$

where the projector $\tilde p$ vanishes outside $r_c$ and satisfies $\langle\tilde p|\tilde\phi\rangle=1$. Here $\tilde p$ is proportional to $t^2\tilde\phi$. At the proton,

$$\psi^2=\tilde\psi^2+2c\tilde\psi(\phi-\tilde\phi)+c^2(\phi-\tilde\phi)^2 .$$

If one partial wave describes the pseudo state inside $r_c$, then $\tilde\psi=c\tilde\phi$ there. Inserting this in the middle term gives

$$2c^2\tilde\phi(\phi-\tilde\phi)+c^2(\phi-\tilde\phi)^2=c^2(\phi-\tilde\phi)(\phi+\tilde\phi)=c^2(\phi^2-\tilde\phi^2),$$

and so

$$\rho(0)=\tilde\psi(0)^2+c^2\left[\phi(0)^2-\tilde\phi(0)^2\right].$$

This is the PAW density formula, with one projector.

Solving the radial equation with $\tilde V$ on a grid, for $r_c=1$, gives the lowest energy $-0.50000$ Ha and $c=1.00000$. Multiplying each density by $K$,

$$\nu_{1s}=915.2+1^2\times(1420.5-915.2)=1420.5\ \text{MHz}.$$

The pseudo terms cancel and leave $c^2\phi(0)^2$. Norm conservation makes $c=1$, so the answer should not depend on how the orbital was smoothed, provided the norm is conserved (Variation 2 shows what happens otherwise). Other radii confirm this:

| $r_c$ ($a$) | pseudo share | pseudo alone (MHz) | reconstructed (MHz) |
|---|---|---|---|
| 0.50 | 79.7 % | 1131.8 | 1420.5 |
| 0.75 | 71.5 % | 1015.9 | 1420.5 |
| 1.00 | 64.4 % | 915.2 | 1420.5 |

The pseudo value by itself has no physical meaning, since it follows the choice of $r_c$.

This recovery has a limited meaning as well. The true 1s orbital was supplied as the partial wave, so the calculation checks that the pseudo problem returns the reference state with the right weight; it does not predict the 1s density from smooth data. The measured splitting is about 1.4 GHz. The last digit of 1420.5 MHz refers to the model only, which leaves out relativistic corrections, proton structure, further recoil effects and all quantum-electrodynamic corrections beyond the electron $g$ factor. In an atom with several electrons, $\rho(0)$ must be replaced by the spin density at the nucleus, to which polarized core states can contribute.

## Variation 1: the 2s state

*Use the same pseudopotential, projector and 1s partial waves for the 2s state, with $r_c=1$. How good is the result?*

The true orbital is $\psi_{2s}=(1-r/2)e^{-r/2}/\sqrt{8\pi}$. Its density at the proton is $1/(8\pi)$, one eighth of the 1s value, so the target is $1420.5/8=177.6$ MHz.

The second s state of $\tilde V$ has energy $-0.12498$ Ha, against the true $-0.125$ Ha. Its density alone gives 113.4 MHz, and $c=0.33813$. The correction is $0.33813^2\times505.2=57.8$ MHz, and the sum, formed before rounding, is 171.1 MHz. Reconstruction has reduced the error from about 36 % to 3.6 % of the true 2s value, but has not removed it. The remainder depends on the shape of the projector: $\tilde p\propto\tilde\phi$ inside $r_c$ gives 166.6 MHz and $\tilde p\propto t^8\tilde\phi$ gives 173.9 MHz, errors of about 6 % and 2 %. All figures below refer to $\tilde p\propto t^2\tilde\phi$.

To see why, write the pseudo 2s state as $f(r)\tilde\phi(r)$. Multiply its radial equation by $\tilde\phi$, multiply the equation for $\tilde\phi$ by $f\tilde\phi$, and subtract. The potential drops out:

$$\left(r^2\tilde\phi^2f'\right)'=-2\Delta E\,r^2\tilde\phi^2f,\qquad\Delta E=E_{2s}-E_{1s}\approx0.375\ \text{Ha}.$$

As long as $f>0$, the right side is negative, so $f$ falls outwards. Near the centre, where $\tilde\phi$ is nearly constant, integrating twice gives $f\approx f(0)(1-\Delta E\,r^2/3)$. The output shows $f$ falling from 0.3519 at the centre to 0.2915 at $r_c$. One constant $c$ cannot represent this variation. Being a positively weighted average of $f$ inside $r_c$, it lies between these values and below the central one. The condition $\tilde\psi=c\tilde\phi$, used in (d) to pass from the squared orbital to the density formula, therefore holds only approximately, and the two no longer agree. Squaring the reconstructed orbital would give $[\sqrt{113.4}+0.33813(\sqrt{1420.5}-\sqrt{915.2})]^2\approx173$ MHz; the 171.1 MHz above, and the errors discussed below, belong to the density formula.

The error can be divided into two parts. The true ratio of 2s to 1s at the centre is $f_0=1/\sqrt8$. Adding and subtracting $f(0)^2\phi(0)^2$ in the PAW formula gives

$$\rho_{\rm PAW}-\rho_{2s}=\left[f(0)^2-f_0^2\right]\phi(0)^2-\left[f(0)^2-c^2\right]\left[\phi(0)^2-\tilde\phi(0)^2\right].$$

In frequency, the second part is $-(0.3519^2-0.33813^2)\times505.2=-4.8$ MHz; it arises because $c$ is an average of $f$ rather than its central value. The total error is $-0.0362\times177.6=-6.4$ MHz, so the first part is $-1.6$ MHz. It does not come from a mismatch outside the core: the true ratio $\psi_{2s}/\phi=(1-r/2)e^{r/2}/\sqrt8$ is 0.2915 at $r_c=1$, the same as the pseudo ratio to the four digits shown. The true ratio obeys the same equation as $f$ with $\phi$ in place of $\tilde\phi$, so it falls by a different amount across the core, from 0.3536 at the centre instead of 0.3519. Both parts would vanish if the ratios were constant inside $r_c$, so both reflect the use of a single partial wave.

For small $r_c$, $f(0)^2-c^2$ scales as $r_c^2$ and the density correction as $r_c$, so the second part scales as $r_c^3$. The fall of the ratio across the core is of order $r_c^2$, and $\tilde\phi$ differs from $\phi$ by a relative amount of order $r_c$; the two ratios differ at $r_c$ only at higher order, so the first part scales as $r_c^3$ too. The total error is about 0.5 % at $r_c=0.5$, 1.62 % at 0.75 and 3.62 % at 1. Doubling $r_c$ multiplies it by about 7, near the factor 8 of a cubic law. A second partial wave, taken at another energy, would give the expansion the freedom it lacks; that case is not computed here.

## Variation 2: the norm is not conserved

*Set $\gamma=0$ at $r_c=1$ and repeat part (d) for the 1s state. What goes wrong, and what cures it?*

Value, slope and curvature still match, so $\tilde V$ is continuous and the energy is still $-\frac12$. The total norm of $\tilde\phi$, however, is now $N=0.97741$. An ordinary eigenvalue problem returns a state of norm one, $\tilde\psi=\tilde\phi/\sqrt N$, and therefore $c=1/\sqrt N$. The density formula gives

$$\rho(0)=\frac{\tilde\phi(0)^2}{N}+\frac1N\left[\frac1\pi-\tilde\phi(0)^2\right]=\frac1{\pi N}.$$

The splitting becomes $1420.5/0.97741=1453.3$ MHz, which is 2.3 % too high. A correct energy has not protected the density at the proton.

The cure is to count the missing charge $q=1-N$ in the normalization. Define the overlap operator $S=1+|\tilde p\rangle q\langle\tilde p|$ and require $\langle\tilde\psi|S|\tilde\psi\rangle=1$. For $\tilde\psi=\lambda\tilde\phi$ this reads $\lambda^2(N+q)=\lambda^2=1$, so $c=1$ and the 1420.5 MHz return.

The Hamiltonian must change with the overlap. Let $T$ be the kinetic energy and $E_1=-\frac12$, and take $\tilde H=T+\tilde V+E_1|\tilde p\rangle q\langle\tilde p|$. Then

$$\tilde H\tilde\phi=E_1\tilde\phi+E_1q\,\tilde p=E_1S\tilde\phi,$$

so $\tilde\phi$ solves the generalized problem $\tilde H\tilde\psi=ES\tilde\psi$ at the right energy. This is the ultrasoft construction for one reference state: the pseudo-orbital need not carry the full norm, provided that the overlap operator supplies the rest.

The numerical output below lists the values used in the solution and both variations.

## Computed values

```
electron g factor (magnitude): 2.002319
proton g factor: 5.585695
electron/proton mass ratio: 5.4462e-04
contact factor from smeared dipole: 0.6664
K, splitting per unit density: 4462.6 MHz a^3
exact 1s density at proton: 0.31831 a^-3
1s splitting, fixed proton: 1422.8 MHz
1s splitting, reduced mass: 1420.5 MHz
exact 2s splitting: 177.6 MHz
--- rc = 0.50 a, gamma = 0.07391
1s pseudo density alone: 1131.8 MHz
1s pseudo share of exact: 79.7 %
1s reconstructed: 1420.5 MHz
2s pseudo density alone: 141.3 MHz
2s reconstructed: 176.7 MHz
2s error after reconstruction: -0.50 %
--- rc = 0.75 a, gamma = 0.11362
1s pseudo density alone: 1015.9 MHz
1s pseudo share of exact: 71.5 %
1s reconstructed: 1420.5 MHz
2s pseudo density alone: 126.5 MHz
2s reconstructed: 174.7 MHz
2s error after reconstruction: -1.62 %
--- rc = 1.00 a, gamma = 0.15521
1s pseudo density alone: 915.2 MHz
1s pseudo share of exact: 64.4 %
1s reconstructed: 1420.5 MHz
2s pseudo density alone: 113.4 MHz
2s reconstructed: 171.1 MHz
2s error after reconstruction: -3.62 %
--- details for rc = 1.00 a
charge inside rc: 0.32332 electrons
pseudo 1s energy: -0.50000 Ha
pseudo 2s energy: -0.12498 Ha (exact -0.125)
pseudo 1s density at proton: 0.20509 a^-3
one-centre all-electron term: 1420.5 MHz
one-centre pseudo term: 915.2 MHz
projection c: 1s 1.00000, 2s 0.33813
1s shortfall: 505.2 MHz
1s shortfall: 35.6 %
pseudo 2s/1s ratio at r=0: 0.3519
pseudo 2s/1s ratio at rc: 0.2915
--- norm conservation dropped, rc = 1.00 a, gamma = 0
total norm N of pseudo orbital: 0.97741
1s reconstructed without overlap term: 1453.3 MHz
```
